# Linear Tetrahedron Weights and Blöchl's Curvature Correction: test program

```python
"""Linear tetrahedron weights and Bloechl's curvature correction.

Result under test, for sorted corner energies e_1..e_4 of a tetrahedron:
  w_i(E) = (1/V_T) int_T lambda_i theta(E - e_lin) d3k  is piecewise quartic,
  n_T = sum_i w_i is piecewise cubic, D_T = dn_T/dE is piecewise quadratic,
  correction: dw_i = (D_T/40) sum_j (e_j - e_i).
lambda_i: barycentric coordinates; E: Fermi energy; V_T: tetrahedron volume.
The correction removes the h^2 error of the band energy at fixed filling,
but for a general integrand X a Fermi-surface displacement error remains.
Energies in hartree; k is given by phases theta_x, theta_y, theta_z.
Averages are per cell and per spin.
"""
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq


def wedge_volumes(f13, f14, f23, f24):
    """Relative volumes of the three pieces of the occupied wedge."""
    return f13 * f14, f14 * f23 * (1 - f13), (1 - f14) * f23 * f24


def tetra(e, E):
    """Weights (N,4) and densities of states (N,) for sorted energies e."""
    w = np.zeros(e.shape)
    dos = np.zeros(len(e))
    w[e[:, 3] <= E] = 0.25

    low = (e[:, 0] <= E) & (E < e[:, 1])
    x = e[low]
    gap = x[:, 1:] - x[:, :1]
    f = (E - x[:, :1]) / gap
    v = f.prod(axis=1)
    w[low] = np.column_stack([v * (4 - f.sum(axis=1)), v[:, None] * f]) / 4
    dos[low] = 3 * (E - x[:, 0])**2 / gap.prod(axis=1)

    mid = (e[:, 1] <= E) & (E < e[:, 2])
    e1, e2, e3, e4 = e[mid].T
    f13, f14 = (E - e1) / (e3 - e1), (E - e1) / (e4 - e1)
    f23, f24 = (E - e2) / (e3 - e2), (E - e2) / (e4 - e2)
    a, b, c = wedge_volumes(f13, f14, f23, f24)
    w[mid] = np.column_stack([
        a + (a + b) * (1 - f13) + (a + b + c) * (1 - f14),
        a + b + c + (b + c) * (1 - f23) + c * (1 - f24),
        (a + b) * f13 + (b + c) * f23,
        (a + b + c) * f14 + c * f24]) / 4
    dos[mid] = (3 * (e2 - e1) + 6 * (E - e2)
                - 3 * (e3 - e1 + e4 - e2) * (E - e2)**2
                / ((e3 - e2) * (e4 - e2))) / ((e3 - e1) * (e4 - e1))

    high = (e[:, 2] <= E) & (E < e[:, 3])
    x = e[high]
    gap = x[:, 3:] - x[:, :3]
    g = (x[:, 3:] - E) / gap
    v = g.prod(axis=1)
    w[high] = 0.25 - np.column_stack(
        [v[:, None] * g, v * (4 - g.sum(axis=1))]) / 4
    dos[high] = 3 * (x[:, 3] - E)**2 / gap.prod(axis=1)
    return w, dos


def correction(e, dos):
    return dos[:, None] / 40 * (e.sum(axis=1, keepdims=True) - 4 * e)


def weights_by_quadrature(e, E, n=600):
    """Definition of w_i: midpoint rule in two coordinates, exact in third."""
    p = (np.arange(n) + 0.5) / n
    u, v = np.meshgrid(p, p, indexing="ij")
    l2, l3, jac = u, (1 - u) * v, 6 * (1 - u) / n**2
    rest = 1 - l2 - l3
    top = (E - e[0] - l2 * (e[1] - e[0]) - l3 * (e[2] - e[0])) / (e[3] - e[0])
    L = np.clip(np.minimum(rest, top), 0, None)
    return np.array([(jac * q).sum() for q in
                     (rest * L - L**2 / 2, l2 * L, l3 * L, L**2 / 2)])


# ---------- one tetrahedron ----------
corner = np.array([[0.10, 0.14, 0.20, 0.30]])
print("corner energies (Ha):", corner[0])
for E in (0.12, 0.17, 0.25):
    w, dos = tetra(corner, E)
    direct = weights_by_quadrature(corner[0], E)
    assert np.max(np.abs(w[0] - direct)) < 2e-5  # midpoint-rule error
    step = 1e-5
    slope = (tetra(corner, E + step)[0].sum()
             - tetra(corner, E - step)[0].sum()) / (2 * step)
    assert abs(slope - dos[0]) < 1e-5 * dos[0]
    print(f"E = {E:.2f} Ha: weights", np.round(w[0], 6))
    print("  by direct quadrature  ", np.round(direct, 6))
    print(f"  occupied fraction {w.sum():.6f}, D_T {dos[0]:.5f} /Ha")
    if E == 0.17:
        e1, e2, e3, e4 = corner[0]
        cuts = ((E - e1) / (e3 - e1), (E - e1) / (e4 - e1),
                (E - e2) / (e3 - e2), (E - e2) / (e4 - e2))
        print("  cuts f13 f14 f23 f24:", np.round(cuts, 6))
        print("  wedge volumes a b c:", np.round(wedge_volumes(*cuts), 6))
        print("  corrections dw_i:", np.round(correction(corner, dos)[0], 6))

# ---------- polynomial degree in each energy interval ----------
for j in range(3):
    lo, hi = corner[0, j], corner[0, j + 1]
    grid = np.linspace(lo + 0.05 * (hi - lo), hi - 0.05 * (hi - lo), 6)
    table = np.array([tetra(corner, E)[0][0] for E in grid])
    fourth = np.diff(table, 4, axis=0)
    assert np.max(np.abs(np.diff(table, 5, axis=0))) < 1e-12
    assert np.min(np.abs(fourth)) > 1e-6
    total = table.sum(axis=1)
    assert np.max(np.abs(np.diff(total, 4))) < 1e-12
    assert np.min(np.abs(np.diff(total, 3))) > 1e-6
    quartic = fourth[0] / (24 * (grid[1] - grid[0])**4)
    print(f"interval {j + 1}: E^4 coefficients (Ha^-4):", np.round(quartic, 1))

# ---------- origin of the factor 40: a quadratic integrand ----------
rng = np.random.default_rng(3)
pts = rng.normal(size=(4, 3))
H = rng.normal(size=(3, 3))
H = H + H.T
x, wx = np.polynomial.legendre.leggauss(6)
x, wx = (x + 1) / 2, wx / 2
u, v, t = np.meshgrid(x, x, x, indexing="ij")
lam = np.stack([u, (1 - u) * v, (1 - u) * (1 - v) * t,
                (1 - u) * (1 - v) * (1 - t)], axis=-1)
measure = 6 * (1 - u)**2 * (1 - v) * np.einsum("i,j,k->ijk", wx, wx, wx)


def quadratic(k):
    return 0.5 * np.einsum("...i,ij,...j->...", k, H, k)


mean_error = (measure * (lam @ quadratic(pts) - quadratic(lam @ pts))).sum()
edge_sum = sum((pts[i] - pts[j]) @ H @ (pts[i] - pts[j])
               for i in range(4) for j in range(i))
assert abs(edge_sum / mean_error - 40) < 1e-8
print(f"edge sum / mean interpolation error: {edge_sum / mean_error:.8f}")

# ---------- model band: reference by spherical quadrature ----------
hop = np.array([0.05, 0.04, 0.03])
mu = -0.15


def band(k):
    return -2 * np.cos(k) @ hop


def reference(nc, nphi, nr):
    """Filling, band energy, <cos theta_x>, surface points and weights."""
    c, wc = np.polynomial.legendre.leggauss(nc)
    phi = 2 * np.pi * (np.arange(nphi) + 0.5) / nphi
    C, P = np.meshgrid(c, phi, indexing="ij")
    S = np.sqrt(1 - C**2)
    unit = np.stack([S * np.cos(P), S * np.sin(P), C], axis=-1).reshape(-1, 3)
    solid = np.repeat(wc, nphi) * 2 * np.pi / nphi
    lo = np.zeros(len(unit))
    hi = np.pi / np.abs(unit).max(axis=1)
    for _ in range(52):
        r = (lo + hi) / 2
        inside = band(r[:, None] * unit) < mu
        lo, hi = np.where(inside, r, lo), np.where(inside, hi, r)
    r = (lo + hi) / 2
    y, wy = np.polynomial.legendre.leggauss(nr)
    y, wy = (y + 1) / 2, wy / 2
    k = (r[:, None] * y)[..., None] * unit[:, None, :]
    vol = solid[:, None] * r[:, None]**3 * y**2 * wy / (2 * np.pi)**3
    sums = np.array([vol.sum(), (vol * band(k)).sum(),
                     (vol * np.cos(k[..., 0])).sum()])
    surf = r[:, None] * unit
    radial_slope = (2 * hop * np.sin(surf) * unit).sum(axis=1)
    return sums, surf, solid * r**2 / radial_slope / (2 * np.pi)**3


exact, surf, fs = reference(64, 96, 20)
assert np.max(np.abs(exact - reference(84, 128, 24)[0])) < 1e-9
filling, energy, bond = exact
print("hoppings (Ha):", hop, f" Fermi level (Ha): {mu}")
print(f"filling per spin: {filling:.8f}")
print(f"band energy per spin: {energy:.8f} Ha")
print(f"<cos theta_x> per spin: {bond:.8f}")
print(f"density of states at Fermi level: {fs.sum():.5f} /Ha")

# ---------- six tetrahedra per mesh cell ----------
paths = []
for order in permutations(range(3)):
    path = [np.zeros(3, dtype=int)]
    for axis in order:
        path.append(path[-1] + np.eye(3, dtype=int)[axis])
    paths.append(path)


def corners(F):
    return np.concatenate([np.stack(
        [np.roll(F, tuple(-o), (0, 1, 2)).ravel() for o in path], axis=-1)
        for path in paths])


def edge_tensor(h):
    M = np.zeros((3, 3))
    for path in paths:
        for i in range(4):
            for j in range(i):
                d = (path[i] - path[j]) * h
                M += np.outer(d, d) / 6
    return M


grad_e = 2 * hop * np.sin(surf)
X_fs = np.cos(surf[:, 0])
grad_X = np.zeros_like(surf)
grad_X[:, 0] = -np.sin(surf[:, 0])
results = {}
for n in (16, 32, 64):
    div = np.array([n, n, n // 2])
    axes = [2 * np.pi * np.arange(m) / m for m in div]
    k = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    e, X = corners(band(k)), corners(np.cos(k[..., 0]))
    rank = np.argsort(e, axis=1)
    e = np.take_along_axis(e, rank, axis=1)
    X = np.take_along_axis(X, rank, axis=1)
    EF = brentq(lambda E: tetra(e, E)[0].sum() / len(e) - filling,
                -0.20, -0.10, xtol=1e-13)
    w, dos = tetra(e, EF)
    dw = correction(e, dos)
    e_lin, X_lin = (w * e).sum() / len(e), (w * X).sum() / len(e)
    e_cor = e_lin + (dw * e).sum() / len(e)
    X_cor = X_lin + (dw * X).sum() / len(e)
    results[n] = np.array([e_lin - energy, e_cor - energy, EF - mu,
                           X_lin - bond, X_cor - bond])
    r = results[n]
    print(f"mesh {div[0]} x {div[1]} x {div[2]}, {len(e)} tetrahedra:")
    print(f"  energy error, linear {r[0]*1e6:.4f}, "
          f"corrected {r[1]*1e6:.4f} microHa")
    print(f"  Fermi level error {r[2]*1e6:.4f} microHa")
    print(f"  <cos theta_x> error, linear {r[3]*1e6:.4f}e-6, "
          f"corrected {r[4]*1e6:.4f}e-6")

# ---------- predicted h^2 errors on the finest mesh ----------
h = 2 * np.pi / div
M = edge_tensor(h)
assert np.allclose(M, 5 / 3 * np.outer(h, h) * (1 + np.eye(3)))
shift = (2 * hop * np.cos(surf)) @ np.diag(M) / 40
pred_e = (fs * np.einsum("ni,ij,nj->n", grad_e, M, grad_e)).sum() / 40
pred_X = (fs * np.einsum("ni,ij,nj->n", grad_e, M, grad_X)).sum() / 40
pred_EF = (fs * shift).sum() / fs.sum()
X_mean = (fs * X_fs).sum() / fs.sum()
pred_rest = -(fs * (X_fs - X_mean) * shift).sum()
print("predicted h^2 terms, finest mesh:")
print(f"  energy error, linear {pred_e*1e6:.4f} microHa")
print(f"  Fermi level error {pred_EF*1e6:.4f} microHa")
print(f"  <cos theta_x>: interpolation {pred_X*1e6:.4f}e-6, "
      f"displacement {pred_rest*1e6:.4f}e-6")
fine, coarse = results[64], results[32]
print(f"linear energy error ratio, n = 32 to 64: {coarse[0]/fine[0]:.4f}")
to_meV = 1000 * physical_constants["Hartree energy in eV"][0]
print(f"finest energy error: linear {fine[0]*to_meV:.5f} meV, "
      f"corrected {fine[1]*to_meV:.5f} meV")

# Tolerances allow for the neglected orders beyond h^2 on a finite mesh.
assert abs(fine[0] - pred_e) < 0.05 * pred_e
assert 3.5 < coarse[0] / fine[0] < 4.5
assert abs(coarse[1]) < 0.3 * abs(coarse[0])
assert abs(fine[1]) < 0.1 * abs(fine[0])
assert abs(fine[2] - pred_EF) < 0.1 * abs(pred_EF)
assert abs(fine[3] - pred_X - pred_rest) < 0.1 * abs(pred_X)
assert abs(fine[4] - pred_rest) < 0.25 * abs(pred_rest)
print("no test failed")
```

Output:

```
corner energies (Ha): [0.1  0.14 0.2  0.3 ]
E = 0.12 Ha: weights [0.008   0.00125 0.0005  0.00025]
  by direct quadrature   [0.008   0.00125 0.0005  0.00025]
  occupied fraction 0.010000, D_T 1.50000 /Ha
E = 0.17 Ha: weights [0.141809 0.116167 0.066242 0.03422 ]
  by direct quadrature   [0.141808 0.116167 0.066242 0.03422 ]
  occupied fraction 0.358438, D_T 11.34375 /Ha
  cuts f13 f14 f23 f24: [0.7    0.35   0.5    0.1875]
  wedge volumes a b c: [0.245    0.0525   0.060938]
  corrections dw_i: [ 0.096422  0.051047 -0.017016 -0.130453]
E = 0.25 Ha: weights [0.247559 0.246948 0.245117 0.221313]
  by direct quadrature   [0.247558 0.246949 0.245117 0.221313]
  occupied fraction 0.960938, D_T 2.34375 /Ha
interval 1: E^4 coefficients (Ha^-4): [-12500.    7812.5   3125.    1562.5]
interval 2: E^4 coefficients (Ha^-4): [ 3776.   6456.2 -7725.7 -2506.5]
interval 3: E^4 coefficients (Ha^-4): [-390.6 -488.3 -781.3 1660.2]
edge sum / mean interpolation error: 40.00000000
hoppings (Ha): [0.05 0.04 0.03]  Fermi level (Ha): -0.15
filling per spin: 0.07291951
band energy per spin: -0.01339115 Ha
<cos theta_x> per spin: 0.05969059
density of states at Fermi level: 1.43608 /Ha
mesh 16 x 16 x 8, 12288 tetrahedra:
  energy error, linear 279.9746, corrected -0.8227 microHa
  Fermi level error 2885.1963 microHa
  <cos theta_x> error, linear -533.5399e-6, corrected 235.4182e-6
mesh 32 x 32 x 16, 98304 tetrahedra:
  energy error, linear 71.0939, corrected -0.0803 microHa
  Fermi level error 747.7319 microHa
  <cos theta_x> error, linear -140.4084e-6, corrected 52.1173e-6
mesh 64 x 64 x 32, 786432 tetrahedra:
  energy error, linear 17.8316, corrected -0.0210 microHa
  Fermi level error 186.5049 microHa
  <cos theta_x> error, linear -34.5899e-6, corrected 13.4604e-6
predicted h^2 terms, finest mesh:
  energy error, linear 17.8522 microHa
  Fermi level error 187.3309 microHa
  <cos theta_x>: interpolation -47.9429e-6, displacement 13.0706e-6
linear energy error ratio, n = 32 to 64: 3.9870
finest energy error: linear 0.48522 meV, corrected -0.00057 meV
no test failed
```
